# The Chaikin-Beni thermopower and its sign change at n = 2/3: a numerical check

```python
"""
Result under test: for t << kT << U the Hubbard model has the thermopower
    S = -(k/e) ln[2(1-n)/n],   which changes sign at n = 2/3.
n: electrons per site; t: hopping; U: on-site repulsion; electron charge -e.
Independent road: Kubo sums on small rings, from fermion operators.
    S = (k/e) [mu/kT - r/kT],   r = L_EJ / L_JJ,
where L_EJ and L_JJ are the energy-particle and particle-particle current
responses. Ring energies are in units of t, and hbar = lattice spacing = 1.
A Gaussian frequency window of width eta stands for dephasing.
"""
import numpy as np
import scipy.sparse as sp
from math import comb, lgamma, log
from scipy.optimize import brentq
from scipy.constants import k as k_B, e as q_e


def annihilators(sites):
    """Jordan-Wigner annihilation operators, indexed [site][spin]."""
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sp.diags([1.0, -1.0]).tocsr()
    modes = 2 * sites
    ops = []
    for m in range(modes):
        string = sp.identity(1, format="csr")
        for _ in range(m):
            string = sp.kron(string, parity, format="csr")
        op = sp.kron(string, lower, format="csr")
        rest = sp.identity(2 ** (modes - m - 1), format="csr")
        ops.append(sp.kron(op, rest, format="csr"))
    return [[ops[2 * i], ops[2 * i + 1]] for i in range(sites)]


def ring(sites, hops, U=None, V=0.0, site_energy=None):
    """Diagonalize a ring; U=None forbids double occupancy.
    hops maps hop distance to amplitude. The stored real matrices j and je
    are the particle and energy currents divided by i."""
    c = annihilators(sites)
    occ = np.array([[(c[i][s].T @ c[i][s]).diagonal() for s in (0, 1)]
                    for i in range(sites)])
    double = (occ[:, 0] * occ[:, 1]).sum(axis=0)
    if U is None:
        keep = np.where(double < 0.5)[0]
    else:
        keep = np.arange(double.size)
    occ = occ[:, :, keep]
    charge = occ.sum(axis=1)
    size = keep.size
    j = sp.csr_matrix((size, size))
    terms = []
    for d, amp in hops.items():
        for i in range(sites):
            f = (i + d) % sites
            move = c[f][0].T @ c[i][0] + c[f][1].T @ c[i][1]
            move = move.tocsr()[keep][:, keep]
            h = -amp * (move + move.T)
            if d == 1 and V != 0.0:
                h = h + sp.diags(V * charge[i] * charge[f])
            j = j + amp * d * (move - move.T)
            terms.append((i + d / 2, h.tocsr()))
    for i in range(sites):
        local = np.zeros(size)
        if U is not None:
            local = local + U * occ[i, 0] * occ[i, 1]
        if site_energy is not None:
            local = local + site_energy[i] * charge[i]
        if np.any(local):
            terms.append((float(i), sp.diags(local).tocsr()))
    H = sp.csr_matrix((size, size))
    for _, h in terms:
        H = H + h
    je = sp.csr_matrix((size, size))
    for a in range(len(terms)):
        for b in range(a + 1, len(terms)):
            xa, ha = terms[a]
            xb, hb = terms[b]
            dx = (xb - xa + sites / 2) % sites - sites / 2
            je = je + dx * (ha @ hb - hb @ ha)
    H, j, je = H.tocsr(), j.tocsr(), je.tocsr()
    n_up = np.rint(occ[:, 0].sum(axis=0)).astype(int)
    n_dn = np.rint(occ[:, 1].sum(axis=0)).astype(int)
    sectors = []
    for u in range(sites + 1):
        for v in range(sites + 1):
            idx = np.where((n_up == u) & (n_dn == v))[0]
            if idx.size == 0:
                continue
            E, W = np.linalg.eigh(H[idx][:, idx].toarray())
            sectors.append((u + v, E, W.T @ (j[idx][:, idx] @ W),
                            W.T @ (je[idx][:, idx] @ W)))
    return sites, sectors


def kubo(system, kT, n, eta):
    """Return S in k/e, mu/kT, and the energy r carried per electron."""
    sites, sectors = system
    numbers = np.array([s[0] for s in sectors])
    zs = np.array([np.exp(-s[1] / kT).sum() for s in sectors])

    def excess(y):
        p = zs * np.exp(y * numbers)
        return (p * numbers).sum() / p.sum() / sites - n

    y = brentq(excess, -40, 40, xtol=1e-13)
    total = (zs * np.exp(y * numbers)).sum()
    ljj = lej = 0.0
    for N, E, a, b in sectors:
        p = np.exp(y * N - E / kT) / total
        gap = E[None, :] - E[:, None]
        x = gap / kT
        x = np.where(np.abs(x) < 1e-8, 1e-8, x)
        f = p[:, None] * (-np.expm1(-x) / x) / kT
        f = f * np.exp(-0.5 * (gap / eta) ** 2)
        ljj += (f * a * a).sum()
        lej += (f * a * b).sum()
    r = lej / ljj
    return y - r / kT, y, r


def zero_filling(system, kT, eta):
    return brentq(lambda n: kubo(system, kT, n, eta)[0], 0.4, 0.9, xtol=1e-7)


def chaikin_beni(n):
    """Thermopower in units of k/e."""
    return -np.log(2 * (1 - n) / n)


def finite_u_s(y, bU):
    """Narrow-subband thermopower in k/e; y = mu/kT, bU = U/kT."""
    q = np.exp(2 * y - bU)
    return y - bU * q / (1 + q)


def finite_u_n(y, bU):
    z, q = np.exp(y), np.exp(2 * y - bU)
    return (2 * z + 2 * q) / (1 + 2 * z + q)


chain = ring(6, {1: 1.0})
zigzag = ring(7, {1: 1.0, 2: 1.0})

# State counting and the entropy gained per added electron
for N in range(7):
    dim = sum(s[1].size for s in chain[1] if s[0] == N)
    assert dim == comb(6, N) * 2 ** N
big = 10 ** 6


def log_states(N):
    return (N * log(2) + lgamma(big + 1) - lgamma(N + 1)
            - lgamma(big - N + 1))


for n in (0.2, 0.5, 0.9):
    N = int(round(n * big))
    gain = (log_states(N + 500) - log_states(N - 500)) / 1000
    assert abs(gain + chaikin_beni(n)) < 1e-4

# Current operators against band theory for one electron
N1, E1, a1, b1 = next(s for s in zigzag[1] if s[0] == 1)
kk = 2 * np.pi * np.arange(7) / 7
velocity = np.sort(2 * np.sin(kk) + 4 * np.sin(2 * kk))
assert np.allclose(np.linalg.eigvalsh(1j * a1), velocity, atol=1e-9)
assert np.allclose(b1, a1 * E1[None, :], atol=1e-9)

# Main result, zero and slope, on both lattices at kT = 2000 t
worst = 0.0
for system in (chain, zigzag):
    for n in (0.1, 0.3, 0.5, 2 / 3, 0.8, 0.95):
        diff = abs(kubo(system, 2000.0, n, 2.0)[0] - chaikin_beni(n))
        worst = max(worst, diff)
assert worst < 2e-3
zero_hot = zero_filling(chain, 2000.0, 2.0)
assert abs(zero_hot - 2 / 3) < 1e-4
step = 1e-3
slope = (kubo(chain, 2000.0, 2 / 3 + step, 2.0)[0]
         - kubo(chain, 2000.0, 2 / 3 - step, 2.0)[0]) / (2 * step)
assert abs(slope - 1 / ((2 / 3) * (1 / 3))) < 1e-3

# Chain: second-order parts of mu/kT and r, and their cancellation in S
n_c, kT_c = 0.3, 20.0
s_c, y_c, r_c = kubo(chain, kT_c, n_c, 2.0)
mu_shift = y_c - chaikin_beni(n_c)
mu_law = -(1 - 2 * n_c) / kT_c ** 2
r_law = -(1 - 2 * n_c) / kT_c
assert abs(mu_shift / mu_law - 1) < 0.03
assert abs(r_c / r_law - 1) < 0.03
assert abs(s_c - chaikin_beni(n_c)) < 0.1 * abs(mu_law)

# Frustrated ring: r tends to a nonzero constant, so S shifts as t/kT
r_100 = kubo(zigzag, 100.0, n_c, 2.0)[2]
r_200 = kubo(zigzag, 200.0, n_c, 2.0)[2]
assert abs(r_200) > 0.05 and abs(r_100 / r_200 - 1) < 0.1
d_100 = kubo(zigzag, 100.0, n_c, 2.0)[0] - chaikin_beni(n_c)
d_200 = kubo(zigzag, 200.0, n_c, 2.0)[0] - chaikin_beni(n_c)
assert abs(d_100 / d_200 - 2) < 0.2

# Finite U: diagonalization with double occupancy against the formula
hubbard = ring(4, {1: 1.0}, U=400.0)
finite_rows = []
for n in (0.4, 0.8):
    y = brentq(lambda v: finite_u_n(v, 4.0) - n, -20, 20)
    full = kubo(hubbard, 100.0, n, 20.0)[0]
    finite_rows.append((n, full, finite_u_s(y, 4.0)))
    assert abs(full - finite_u_s(y, 4.0)) < 0.01

# Worked example: rough regime of mixed-valence vanadium oxides
T, t_eV, U_eV = 600.0, 0.010, 3.0
V_eV, stagger_eV, orbital_eV = 0.030, 0.020, 0.40
kT_eV = k_B * T / q_e
unit = k_B / q_e * 1e6
kT_t = kT_eV / t_eV
repulsive = ring(6, {1: 1.0}, V=V_eV / t_eV)
stag = stagger_eV / t_eV
staggered = ring(6, {1: 1.0}, site_energy=[stag, -stag] * 3)
# Charge symmetry of the chain protects S at n = 1/2 against repulsion
s_half = kubo(repulsive, kT_t, 0.5, 2.0)[0]
assert abs(s_half + log(2)) < 0.01

print(f"k/e = {unit:.3f} uV/K")
print(f"largest |S_Kubo - S_formula| at kT = 2000 t: {worst:.1e} k/e")
print(f"zero of S from Kubo, chain, kT = 2000 t: n = {zero_hot:.5f}")
print(f"slope dS/dn at n = 2/3, Kubo: {slope:.4f} k/e"
      f" = {slope * unit:.1f} uV/K")
print(f"chain, n = {n_c}, kT = {kT_c:.0f} t:")
print(f"  shift of mu/kT: Kubo {mu_shift:.3e}, law {mu_law:.3e}")
print(f"  r: Kubo {r_c:.5f} t, law {r_law:.5f} t")
print(f"  remaining shift of S: {s_c - chaikin_beni(n_c):.1e} k/e")
print(f"frustrated ring, n = {n_c}: r = {r_100:.4f} t at kT = 100 t,"
      f" {r_200:.4f} t at 200 t")
print(f"  shift of S: {d_100:.5f} k/e at 100 t, {d_200:.5f} k/e at 200 t")
for n, full, law in finite_rows:
    print(f"U = 4 kT, n = {n}: S Kubo {full:.4f}, formula {law:.4f},"
          f" U infinite {chaikin_beni(n):.4f} k/e")
for ratio in (0.05, 0.10, 0.20):
    y0 = brentq(lambda v: finite_u_s(v, 1 / ratio), -1, 1)
    print(f"kT/U = {ratio:.2f}: zero of S at n ="
          f" {finite_u_n(y0, 1 / ratio):.4f}")
print(f"example: T = {T:.0f} K, kT = {kT_eV * 1e3:.2f} meV,"
      f" t = {t_eV * 1e3:.0f} meV, U = {U_eV:.1f} eV")
print(f"  kT/t = {kT_t:.2f}, U/kT = {U_eV / kT_eV:.1f}")
for n in (0.1, 0.3, 0.5, 2 / 3, 0.8, 0.9):
    s = chaikin_beni(n) + 0.0
    s = 0.0 if abs(s) < 1e-12 else s
    print(f"  n = {n:.4f}: z = {n / (2 * (1 - n)):.4f},"
          f" S = {s:.4f} k/e = {s * unit:.1f} uV/K")
print(f"neglected effects: V = {V_eV * 1e3:.0f} meV, site energies"
      f" +-{stagger_eV * 1e3:.0f} meV, second hopping = t")
cases = (("plain chain", chain), ("frustrated hopping", zigzag),
         ("neighbour repulsion", repulsive),
         ("alternating sites", staggered))
for name, system in cases:
    for eta in (2.0, 5.0):
        ds = (kubo(system, kT_t, 0.3, eta)[0] - chaikin_beni(0.3)) * unit
        nz = zero_filling(system, kT_t, eta)
        print(f"  {name}, window {eta * t_eV * 1e3:.0f} meV: shift of S"
              f" at n = 0.3 {ds:.2f} uV/K, zero at n = {nz:.4f}")
print(f"S with repulsion at n = 0.5: {s_half * unit:.2f} uV/K")
levels = np.array([0.0] * 2 + [orbital_eV] * 4)
prob = np.exp(-levels / kT_eV)
prob = prob / prob.sum()
extra = -(prob * np.log(prob)).sum() - log(2)
print(f"two higher orbitals at {orbital_eV:.2f} eV: extra entropy"
      f" {extra:.2e} k, S shifts by {-extra * unit:.2f} uV/K")
print(f"double-occupancy factor exp(-U/kT) = {np.exp(-U_eV / kT_eV):.1e}")
print(f"exchange 4t^2/U = {4 * t_eV ** 2 / U_eV * 1e3:.3f} meV")
print("tests ok")
```

Printed output:

```
k/e = 86.173 uV/K
largest |S_Kubo - S_formula| at kT = 2000 t: 2.8e-04 k/e
zero of S from Kubo, chain, kT = 2000 t: n = 0.66667
slope dS/dn at n = 2/3, Kubo: 4.5000 k/e = 387.8 uV/K
chain, n = 0.3, kT = 20 t:
  shift of mu/kT: Kubo -9.999e-04, law -1.000e-03
  r: Kubo -0.02001 t, law -0.02000 t
  remaining shift of S: 4.7e-07 k/e
frustrated ring, n = 0.3: r = -0.5036 t at kT = 100 t, -0.5039 t at 200 t
  shift of S: 0.00496 k/e at 100 t, 0.00250 k/e at 200 t
U = 4 kT, n = 0.4: S Kubo -1.1146, formula -1.1146, U infinite -1.0986 k/e
U = 4 kT, n = 0.8: S Kubo 0.3701, formula 0.3695, U infinite 0.6931 k/e
kT/U = 0.05: zero of S at n = 0.6667
kT/U = 0.10: zero of S at n = 0.6668
kT/U = 0.20: zero of S at n = 0.6777
example: T = 600 K, kT = 51.70 meV, t = 10 meV, U = 3.0 eV
  kT/t = 5.17, U/kT = 58.0
  n = 0.1000: z = 0.0556, S = -2.8904 k/e = -249.1 uV/K
  n = 0.3000: z = 0.2143, S = -1.5404 k/e = -132.7 uV/K
  n = 0.5000: z = 0.5000, S = -0.6931 k/e = -59.7 uV/K
  n = 0.6667: z = 1.0000, S = 0.0000 k/e = 0.0 uV/K
  n = 0.8000: z = 2.0000, S = 0.6931 k/e = 59.7 uV/K
  n = 0.9000: z = 4.5000, S = 1.5041 k/e = 129.6 uV/K
neglected effects: V = 30 meV, site energies +-20 meV, second hopping = t
  plain chain, window 20 meV: shift of S at n = 0.3 0.01 uV/K, zero at n = 0.6667
  plain chain, window 50 meV: shift of S at n = 0.3 0.01 uV/K, zero at n = 0.6667
  frustrated hopping, window 20 meV: shift of S at n = 0.3 5.66 uV/K, zero at n = 0.6503
  frustrated hopping, window 50 meV: shift of S at n = 0.3 5.77 uV/K, zero at n = 0.6495
  neighbour repulsion, window 20 meV: shift of S at n = 0.3 7.36 uV/K, zero at n = 0.6849
  neighbour repulsion, window 50 meV: shift of S at n = 0.3 1.60 uV/K, zero at n = 0.6704
  alternating sites, window 20 meV: shift of S at n = 0.3 1.15 uV/K, zero at n = 0.6693
  alternating sites, window 50 meV: shift of S at n = 0.3 -2.14 uV/K, zero at n = 0.6622
S with repulsion at n = 0.5: -59.72 uV/K
two higher orbitals at 0.40 eV: extra entropy 7.62e-03 k, S shifts by -0.66 uV/K
double-occupancy factor exp(-U/kT) = 6.3e-26
exchange 4t^2/U = 0.133 meV
tests ok
```
